# Double-Harmonic Infrared Intensity from Dipole Slopes along Normal Modes, part 1

(Sections cited here and not found follow in the second part.)

## First half: the oscillator, the mode and the field

### 1. One charge on a spring

Take a particle of mass $m$ and charge $q$, tied to the origin by a spring of force constant $k$ and free to move along one line. A light pulse passes, with its electric field $E(t)$ along that line. The field is uniform over the small region in which the particle moves. Newton's equation is

$$m\ddot x=-kx+qE(t).$$

Define the mass-weighted coordinate $Q=\sqrt m\,x$ and the frequency $\omega_0=\sqrt{k/m}$. Dividing the equation by $\sqrt m$ gives

$$\ddot Q+\omega_0^2Q=\mu'E(t),\qquad \mu'=\frac{q}{\sqrt m}.\tag{1}$$

The dipole is $\mu=qx=(q/\sqrt m)\,Q$, so $\mu'$ is the derivative $d\mu/dQ$. The mass and the charge now enter only through $\omega_0$ and this slope.

To find the energy taken from the pulse, combine velocity and position into $z=\dot Q+i\omega_0Q$. Then

$$\dot z=\ddot Q+i\omega_0\dot Q=\mu'E-\omega_0^2Q+i\omega_0\dot Q=i\omega_0z+\mu'E,$$

because $i\omega_0(i\omega_0Q)=-\omega_0^2Q$. Multiplying by $e^{-i\omega_0t}$ turns this into

$$\frac{d}{dt}\left(ze^{-i\omega_0t}\right)=\mu'E(t)e^{-i\omega_0t}.$$

If the particle is at rest before the pulse, then after it

$$|z|=|\mu'|\,|\tilde E(\omega_0)|,\qquad \tilde E(\omega)=\int_{-\infty}^{\infty}E(t)e^{-i\omega t}\,dt.$$

The energy is $\tfrac12\dot Q^2+\tfrac12\omega_0^2Q^2=\tfrac12|z|^2$. The particle has therefore absorbed

$$W=\tfrac12\mu'^2|\tilde E(\omega_0)|^2.\tag{2}$$

It responds to one Fourier component of the pulse, the one at its own frequency.

### 2. From absorbed energy to a cross section

A travelling plane wave in vacuum carries energy $\varepsilon_0cE(t)^2$ per unit area and time. Its total energy per area, the fluence, follows from Parseval's theorem:

$$\varepsilon_0c\int_{-\infty}^{\infty}E^2\,dt=\frac{\varepsilon_0c}{2\pi}\int_{-\infty}^{\infty}|\tilde E(\omega)|^2d\omega=\int_0^\infty\frac{\varepsilon_0c}{\pi}|\tilde E(\omega)|^2d\omega.$$

The last step uses $|\tilde E(-\omega)|=|\tilde E(\omega)|$, which holds because $E(t)$ is real. The fluence per unit angular frequency is thus $J(\omega)=\varepsilon_0c|\tilde E(\omega)|^2/\pi$.

The absorption cross section $\sigma(\omega)$ is the area that turns fluence into absorbed energy, $W=\int_0^\infty\sigma(\omega)J(\omega)\,d\omega$. The undamped oscillator absorbs at $\omega_0$ alone, so $J$ may be taken out of the integral at that frequency:

$$\int\sigma\,d\omega=\frac{W}{J(\omega_0)}=\frac{\tfrac12\mu'^2|\tilde E(\omega_0)|^2}{\varepsilon_0c|\tilde E(\omega_0)|^2/\pi}=\frac{\pi\mu'^2}{2\varepsilon_0c}.\tag{3}$$

The pulse has dropped out, as it must if the result is a property of the oscillator.

In a gas the line of motion makes an angle $\theta$ with the field. Only the field component $E\cos\theta$ drives the motion, and $W$ is quadratic in the field, so equation (3) acquires the average of $\cos^2\theta$ over the sphere:

$$\langle\cos^2\theta\rangle=\frac{\int_0^\pi\cos^2\theta\sin\theta\,d\theta}{\int_0^\pi\sin\theta\,d\theta}=\frac{2/3}{2}=\frac13.$$

Now take the wavenumber $\tilde\nu=\omega/(2\pi c)$ as the variable, so that $d\tilde\nu=d\omega/(2\pi c)$. For one mole of such particles the integrated absorption is

$$A=N_A\int\sigma\,d\tilde\nu=N_A\cdot\frac{1}{2\pi c}\cdot\frac13\cdot\frac{\pi\mu'^2}{2\varepsilon_0c}=\frac{N_A}{12\varepsilon_0c^2}\,\frac{q^2}{m}.\tag{4}$$

One elementary charge on a mass of one atomic mass unit gives $A=974.9$ km/mol. The length in this unit arises because an area has been multiplied by a wavenumber and so by an inverse length.

The spring constant is absent from equation (4). A stiffer spring moves the line to higher frequency and leaves its area on the wavenumber scale unchanged. A heavier particle absorbs less, in proportion to $1/m$.

The convention for absorption matters here. With $n$ molecules per volume and a path of length $l$, the transmitted intensity is $I=I_0e^{-\sigma nl}$. This is the Napierian convention. If the attenuation is written as a power of ten instead, $e^{-\sigma nl}=10^{-\sigma nl/\ln10}$, so a decadic coefficient is smaller by the factor $\ln10$.

A molecule differs from this model in three ways. Its vibrations move many atoms together, its electrons rearrange as the nuclei move, and its vibrational energy is quantized. These are taken in turn.

### 3. Normal coordinates of a molecule

Let $x_i$, with $i=1,\dots,3N$, be the Cartesian displacements of $N$ nuclei from an equilibrium geometry, and let $m_i$ be the mass belonging to coordinate $i$. Each atomic mass thus appears three times. The nuclei move on the potential energy surface $V$ of the electronic ground state. At equilibrium the first derivatives of $V$ vanish. The first half of the double-harmonic approximation is to stop the expansion at second order:

$$V=V_0+\frac12\sum_{ij}H_{ij}x_ix_j,\qquad H_{ij}=\left.\frac{\partial^2V}{\partial x_i\partial x_j}\right|_0.$$

With $s_i=\sqrt{m_i}\,x_i$ the kinetic energy becomes $\tfrac12\sum_i\dot s_i^2$, and

$$V-V_0=\frac12\sum_{ij}K_{ij}s_is_j,\qquad K_{ij}=\frac{H_{ij}}{\sqrt{m_im_j}}.$$

The matrix $K$ is real and symmetric. It therefore has an orthonormal set of eigenvectors, which form the columns of a matrix $L$:

$$\sum_jK_{ij}L_{jk}=\omega_k^2L_{ik},\qquad \sum_iL_{ik}L_{il}=\delta_{kl}.$$

Define normal coordinates by

$$\sqrt{m_i}\,x_i=\sum_kL_{ik}Q_k.\tag{5}$$

Substitution into the kinetic energy gives $\tfrac12\sum_{kl}\dot Q_k\dot Q_l\sum_iL_{ik}L_{il}=\tfrac12\sum_k\dot Q_k^2$. Substitution into the potential energy gives $\tfrac12\sum_{kl}Q_kQ_l\sum_{ij}L_{ik}K_{ij}L_{jl}=\tfrac12\sum_k\omega_k^2Q_k^2$. The molecule has become a set of independent oscillators of unit mass.

Some of the $\omega_k$ are zero. Translating the whole molecule leaves it at a geometry where all forces vanish, and so does rotating it. The change of the forces under such a small displacement $t_j$ is $-\sum_jH_{ij}t_j$, which must then be zero. A nonlinear molecule has three translations and three rotations of this kind, leaving $3N-6$ vibrations at a stable minimum. Since eigenvectors of different eigenvalue are orthogonal, a vibration has no overlap with the six null vectors. It therefore carries no total momentum and, to first order in the displacements, no angular momentum. This is the sense in which the dipole will be followed in a non-rotating molecular frame.

For the quantum treatment the momenta are needed. The momentum conjugate to $Q_k$ is $P_k=\dot Q_k$. Inverting equation (5) with the orthogonality of $L$ gives $Q_k=\sum_iL_{ik}\sqrt{m_i}\,x_i$, and with $p_j=m_j\dot x_j$ one has $P_l=\sum_jL_{jl}\,p_j/\sqrt{m_j}$. Hence

$$[Q_k,P_l]=\sum_{ij}L_{ik}L_{jl}\sqrt{\frac{m_i}{m_j}}\,[x_i,p_j]=i\hbar\sum_iL_{ik}L_{il}=i\hbar\,\delta_{kl}.$$

Each mode is an ordinary quantum oscillator with Hamiltonian $\tfrac12(P_k^2+\omega_k^2Q_k^2)$.

### 4. The dipole slope along a mode

For fixed nuclei the electrons are in their ground state, and the total dipole of nuclei and electrons has an expectation value $\boldsymbol\mu(x_1,\dots,x_{3N})$. In the Born–Oppenheimer approximation, a vibrational transition within this electronic state is governed by the matrix element of this function between the vibrational wave functions, since the electronic integration has already been done at each geometry.

The second half of the double-harmonic approximation is to keep the dipole to first order:

$$\mu_a=\mu_a^0+\sum_k\frac{\partial\mu_a}{\partial Q_k}Q_k,\qquad a=x,y,z.\tag{6}$$

Equation (5) says that $\partial x_i/\partial Q_k=L_{ik}/\sqrt{m_i}$. The chain rule then gives

$$\frac{\partial\mu_a}{\partial Q_k}=\sum_i\frac{\partial\mu_a}{\partial x_i}\,\frac{L_{ik}}{\sqrt{m_i}}.\tag{7}$$

There is one slope for each Cartesian component of the dipole, so a mode has a slope vector $\boldsymbol\mu'_k$. An eigenvector may be multiplied by $-1$ at will. This reverses the whole slope vector and leaves the squares of its components unchanged.

The derivatives with respect to the three coordinates of one atom form its atomic polar tensor. It has the unit of charge, and for a rigid point charge it would be that charge times the unit matrix. In a molecule it also contains the movement of electrons between and around the atoms, so it should not be read as a static charge.

Moving all atoms together by a distance $d$ along $x$ changes $\mu_x$ by the total charge times $d$. The atomic polar tensors of a neutral molecule therefore sum to zero. The dipole of a neutral molecule also does not depend on the choice of origin, so neither does equation (7).

The slopes can also be obtained from energies. In a static uniform field $\mathbf F$ the electronic Hamiltonian gains the term $-\boldsymbol\mu\cdot\mathbf F$. Suppose the energy $\mathcal E(\mathbf F,\kappa)$ is made stationary with respect to all parameters $\kappa$ of the wave function, as in Hartree–Fock theory with basis functions that do not depend on the field. Then

$$\frac{d\mathcal E}{dF_a}=\frac{\partial\mathcal E}{\partial F_a}+\sum_\kappa\frac{\partial\mathcal E}{\partial\kappa}\frac{d\kappa}{dF_a}=-\mu_a,$$

because every $\partial\mathcal E/\partial\kappa$ is zero and the field enters explicitly only through $-\boldsymbol\mu\cdot\mathbf F$. One more derivative gives

$$\frac{\partial\mu_a}{\partial Q_k}=-\left.\frac{\partial^2\mathcal E}{\partial F_a\,\partial Q_k}\right|_{\mathbf F=0}.\tag{8}$$

This route uses only energies in a field and no expectation value of the dipole, and it will serve as a check on equation (7).

### 5. The absorption cross section of a quantum transition

Let light with polarization unit vector $\mathbf e$ fall on a molecule of fixed orientation. Its wavelength is long compared with the molecule, so the interaction is

$$H'(t)=-\boldsymbol\mu\cdot\mathbf e\,E_0\cos\omega t.$$

The molecule starts in state $i$. Write $M=\langle f|\boldsymbol\mu\cdot\mathbf e|i\rangle$ and $\omega_{fi}=(E_f-E_i)/\hbar>0$. First-order perturbation theory gives the amplitude of state $f$ after a time $t$:

$$c_f=-\frac{i}{\hbar}\int_0^t\langle f|H'(t')|i\rangle e^{i\omega_{fi}t'}dt'=\frac{iME_0}{\hbar}\int_0^t\cos(\omega t')\,e^{i\omega_{fi}t'}dt'.$$

The cosine is half the sum of $e^{i\omega t'}$ and $e^{-i\omega t'}$. Near resonance the second exponential nearly cancels the oscillation of $e^{i\omega_{fi}t'}$, and its contribution grows with time. The first one oscillates at about $2\omega$ and may be dropped when $t\gg1/\omega$. With $\Delta=\omega_{fi}-\omega$,

$$|c_f|^2=\frac{|M|^2E_0^2}{4\hbar^2}\,\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}.$$

As a function of $\Delta$ the last fraction is a peak that narrows as $t$ grows. Its area follows from the substitution $u=\Delta t/2$:

$$\int_{-\infty}^{\infty}\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}\,d\Delta=2t\int_{-\infty}^{\infty}\frac{\sin^2u}{u^2}\,du=2\pi t.$$

Under an integral over frequency the fraction therefore acts as $2\pi t\,\delta(\Delta)$ at long times. The transition rate is

$$\frac{|c_f|^2}{t}=\frac{\pi E_0^2}{2\hbar^2}|M|^2\,\delta(\omega-\omega_{fi}).$$

Each transition removes the energy $\hbar\omega_{fi}$ from the light. The time average of $\cos^2\omega t$ is one half, so the intensity of the wave is $\tfrac12\varepsilon_0cE_0^2$. The cross section is absorbed power divided by intensity:

$$\sigma(\omega)=\frac{\hbar\omega_{fi}\,\dfrac{\pi E_0^2}{2\hbar^2}|M|^2\,\delta(\omega-\omega_{fi})}{\tfrac12\varepsilon_0cE_0^2}=\frac{\pi\omega_{fi}}{\varepsilon_0\hbar c}|M|^2\,\delta(\omega-\omega_{fi}).\tag{9}$$

If the final state lies below the initial one, the exponential dropped above becomes the resonant one. The rate has the same form with $\omega=|\omega_{fi}|$, and the energy is returned to the light. This is stimulated emission, and it counts as a negative contribution to the absorption.

Equation (9) rests on a weak field, such that $|c_f|^2$ stays small. It also takes the field at the molecule to be that of the wave in vacuum, which suits a dilute gas with refractive index close to 1. In a liquid or a solid the local field differs, and the prefactor has to be reconsidered.

## Second half: the intensity and its use

### 6. What is carried over

The mass-weighted normal coordinate $Q_k$ has frequency $\omega_k$, conjugate momentum $P_k$ and Hamiltonian $\tfrac12(P_k^2+\omega_k^2Q_k^2)$. The dipole is linear in the normal coordinates. Its slope vector $\boldsymbol\mu'_k$ has the components $\partial\mu_a/\partial Q_k$, with $a=x,y,z$, obtained by the chain rule (7) or from energies by equation (8). A transition from $i$ to $f$ in light polarized along $\mathbf e$ has the cross section (9),

$$\sigma(\omega)=\frac{\pi\omega_{fi}}{\varepsilon_0\hbar c}\,|\langle f|\boldsymbol\mu\cdot\mathbf e|i\rangle|^2\,\delta(\omega-\omega_{fi}),$$

and stimulated emission enters with a minus sign. For a classical charge on a spring with its motion along the field, equation (3) gave $\int\sigma\,d\omega=\pi\mu'^2/(2\varepsilon_0c)$.

### 7. Matrix elements of the normal coordinate

Drop the mode index for a moment and define

$$b=\frac{\omega Q+iP}{\sqrt{2\hbar\omega}},\qquad b^\dagger=\frac{\omega Q-iP}{\sqrt{2\hbar\omega}}.$$

From $[Q,P]=i\hbar$ it follows that

$$[b,b^\dagger]=\frac{-i\omega[Q,P]+i\omega[P,Q]}{2\hbar\omega}=\frac{\hbar\omega+\hbar\omega}{2\hbar\omega}=1.$$

Multiplying out the product gives

$$b^\dagger b=\frac{\omega^2Q^2+P^2+i\omega[Q,P]}{2\hbar\omega}=\frac{H}{\hbar\omega}-\frac12.$$

So $H=\hbar\omega(b^\dagger b+\tfrac12)$. The commutator shows that $b$ lowers the eigenvalue $n$ of $b^\dagger b$ by one and that $b^\dagger$ raises it by one. Since $n=\langle n|b^\dagger b|n\rangle$ is the squared length of $b|n\rangle$, it cannot be negative. Repeated lowering must therefore end at $n=0$, and $n$ is a non-negative integer.

The squared length of $b^\dagger|n\rangle$ is $\langle n|bb^\dagger|n\rangle=n+1$. With the usual choice of phases, $b^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$ and $b|n\rangle=\sqrt n\,|n-1\rangle$. Adding the two definitions gives $Q=\sqrt{\hbar/2\omega}\,(b+b^\dagger)$, hence

$$|\langle n+1|Q|n\rangle|^2=(n+1)\frac{\hbar}{2\omega},\qquad |\langle n-1|Q|n\rangle|^2=n\frac{\hbar}{2\omega}.\tag{10}$$

All other matrix elements of $Q$ vanish. In the full molecule, $Q_k$ acts on mode $k$ alone, so the quantum numbers of all other modes must stay the same. The constant dipole $\boldsymbol\mu^0$ cannot connect different vibrational states, because they are orthogonal. Within the double-harmonic model a vibrational transition therefore changes one mode by one quantum. Overtones and combination bands are absent.

Within the double-harmonic model, a vibrational transition changes one mode by one quantum, with the squared matrix elements of equation (10) and the cross section of equation (9). It remains to combine absorption and emission over the populated levels, average over molecular orientations to obtain the integrated intensity, and apply the result to silane.
